Back-Contact Barrier of Cadmium Telluride from Its Saturation Current

**Problem**

A metal back contact on p-type cadmium telluride behaves as a diode. At T = 300 K its current density follows J = J0[exp(qV/kT) − 1] near zero bias, with J0 = 10 mA/cm². The effective Richardson constant is A = 40 A/(cm² K²).

(a) What barrier φ does J0 imply if thermionic emission over the barrier limits the current?

(b) Let the absorber have hole density N = 5×10¹⁴ cm⁻³, hole mobility μ = 60 cm²/(V s) and relative permittivity 10. Can holes reach the contact fast enough for the assumption in (a)? If not, what barrier does the same J0 imply?

(c) How large are the other effects left out of (a)?

The barrier φ is the energy from the metal Fermi level down to the valence-band edge at the interface. Positive V drives holes from the semiconductor into the metal, and q is the positive elementary charge. The symbols φ, ζ, Δ and u denote energies; V is a voltage.

**First estimate by scaling**

A thermionic current is a density of carriers times a speed times a Boltzmann factor. The number of thermally accessible band states per volume scales as T^(3/2), because the accessible momentum in each direction scales as T^(1/2). The speed adds another T^(1/2). The current scale is therefore proportional to T², and the Richardson constant supplies its size:

J0 ~ A T² exp(−φ/kT).

Here A T² is about 10^6.5 A/cm², while J0 is 10⁻² A/cm². The Boltzmann factor must span about 8.5 decades. One decade costs kT ln 10, or about 0.06 eV at room temperature, so

φ ~ 8.5 × 0.06 eV ≈ 0.51 eV.

Scaling does not fix a numerical factor in front of A T². An unknown factor of three either way would move φ by kT ln 3, about 0.03 eV.

For part (b), compare the speed at which holes can enter the metal with the speed at which the field lets them move through the semiconductor. A thermal speed is of order 10⁷ cm/s for a mass of a few tenths of the free-electron mass. Dividing A T² by q times this speed gives a band density of states near 2.2×10¹⁸ cm⁻³. The bulk Fermi level then lies about kT ln(2.2×10¹⁸/5×10¹⁴) ≈ 0.22 eV above the valence band, leaving 0.51 − 0.22 = 0.29 eV of band bending. With ε the permittivity, the field at the contact of a depleted layer is

F = √(2NΔ/ε) ≈ 7×10³ V/cm,

where Δ is the band bending; this relation is derived below. The drift speed μF is about 4.3×10⁵ cm/s, some 23 times below the thermal speed. Transport is the bottleneck. If it reduces the current by a factor of 23, the barrier must be lower by kT ln 23 ≈ 0.08 eV to give the same J0. The second estimate is therefore 0.43 eV.

**Exact solution of the emission model**

Assume one parabolic, isotropic hole band of mass m, a uniform barrier, and full transmission of every hole with enough energy. Let the bulk Fermi level lie ζ above the valence-band edge. Hole energy is counted as positive away from that edge into the band. For ζ much larger than kT, the occupation of a hole state of wavevector k is

f = exp[−(ζ + ħ²k²/2m)/kT].

The bands bend by Δ between bulk and interface, so φ = ζ + Δ. A hole crosses if the kinetic energy of its motion normal to the interface exceeds Δ. There are 2/(2π)³ states per volume of wavevector space, including spin. The current into the metal at zero bias is

J0 = q [2/(2π)³] ∫d²k_t ∫dk_n (ħk_n/m) f,

with ħ²k_n²/2m > Δ and k_n directed toward the metal. The transverse integral is a Gaussian one:

∫d²k_t exp(−ħ²k_t²/2mkT) = 2πmkT/ħ².

For the normal direction put E = ħ²k_n²/2m. Then (ħk_n/m)dk_n = dE/ħ, and

∫ from Δ to ∞ of exp(−E/kT) dE/ħ = (kT/ħ) exp(−Δ/kT).

Multiplying the factors, with 2/(2π)³ = 1/(4π³), gives

J0 = q [1/(4π³)] (2πmkT/ħ²)(kT/ħ) exp[−(ζ+Δ)/kT]
= [qmk²T²/(2π²ħ³)] exp(−φ/kT).

Since ħ³ = h³/(8π³), this is

J0 = A T² exp(−φ/kT), A = 4πqmk²/h³.

The bulk Fermi depth ζ has cancelled. Doping changes the number of holes and the height they must climb in compensating ways.

At equilibrium an equal current flows from metal to semiconductor. A bias V changes the band bending to Δ − qV and multiplies the flux from the semiconductor by exp(qV/kT). The barrier seen from the metal remains φ, so the opposite flux stays at J0. Their difference is the diode law in the problem.

Taking the logarithm,

φ = kT ln(A T²/J0).

Both current densities must be in the same unit, so J0 = 0.010 A/cm². Then

A T² = 40 × 300² = 3.6×10⁶ A/cm²,
A T²/J0 = 3.6×10⁸, ln(3.6×10⁸) = 19.7016,
φ = 0.025852 eV × 19.7016 = 0.5093 eV.

The answer to (a) is **φ ≈ 0.51 eV**. A numerical count of the flux with Fermi–Dirac occupation, inverted for the barrier, also gives 0.5093 eV.

The logarithm makes the result tolerant of errors in its inputs. Doubling A raises φ by kT ln 2 = 17.9 meV, and so does halving J0. For temperature, write φ = kT(ln A + 2 ln T − ln J0) and differentiate at fixed A and J0:

dφ/dT = k ln(A T²/J0) + 2k = φ/T + 2k = 1.87 meV/K.

An error of 1 K in the temperature assigned to the measured current thus moves φ by about 2 meV.

Near zero bias, exp(qV/kT) − 1 ≈ qV/kT, so the contact has the area-specific resistance

R = V/J = kT/(qJ0) = 0.02585 V / 0.010 A/cm² = 2.585 Ω cm².

**Solution with transport included**

The emission model assumes that holes near the interface remain in equilibrium with the bulk. To test this, separate A T² into a density and a velocity. Define

N_v = 2(2πmkT/h²)^(3/2), v_R = √(kT/2πm).

Their product gives

qN_v v_R = 2q(2πmkT)^(3/2)(kT)^(1/2)/[h³(2πm)^(1/2)]
= 4πqm(kT)²/h³ = A T².

The given A corresponds to m = 0.333 free-electron masses. Hence N_v = 4.82×10¹⁸ cm⁻³ and v_R = 4.66×10⁶ cm/s. The bulk Fermi depth follows from N = N_v exp(−ζ/kT):

ζ = kT ln(N_v/N) = 0.2372 eV.

This is about nine times kT, which justifies Boltzmann occupation.

Let x be the distance from the metal, p(x) the hole density and Γ the net hole flux toward the metal. The equilibrium density at the interface is p0 = N_v exp(−φ/kT). Emission into the metal less the return flux gives

Γ = v_R[p(0) − p0].

Inside the semiconductor, let u(x) be the hole's barrier energy relative to the bulk, and D = μkT/q the diffusion coefficient. The force on a hole is −du/dx. The flux toward the metal points along −x, so diffusion and drift together give

Γ = D[dp/dx + (p/kT)du/dx].

Multiplication by exp(u/kT) turns the bracket into a total derivative:

d[p exp(u/kT)]/dx = (Γ/D) exp(u/kT).

In steady state, with no generation or recombination in the layer, Γ is constant. Integrate from the interface to the depletion edge x = W, where p = N and u = 0. Writing u0 = u(0) = Δ − qV,

N − p(0)exp(u0/kT) = (Γ/D) ∫exp(u/kT)dx.

Now multiply by exp(−u0/kT) and define the diffusion velocity

v_D = D / ∫exp[(u − u0)/kT]dx.

Because φ = ζ + Δ, N exp(−u0/kT) = p0 exp(qV/kT). The transport equation becomes

p0 exp(qV/kT) − p(0) = Γ/v_D.

The interface condition gives p(0) = p0 + Γ/v_R. Substitution yields

p0[exp(qV/kT) − 1] = Γ(1/v_R + 1/v_D).

Emission and transport act like resistances in series. Since J = qΓ, the zero-bias prefactor is

J0 = A T² exp(−φ/kT)/(1 + v_R/v_D).

If v_D is much larger than v_R, the emission result returns. If v_D is much smaller, J0 tends to qN_v v_D exp(−φ/kT): the mobility and field set the prefactor, and A no longer enters directly.

It remains to find v_D. In the depletion approximation the layer contains only ionized acceptors of density N, so Poisson's equation is d²u/dx² = q²N/ε. With u and its slope zero at W,

u = q²N(W−x)²/(2ε) = u0(1−x/W)²,
W = √[2εu0/(q²N)].

The field at the interface is F = 2u0/(qW). At zero bias u0 = Δ; with Δ expressed in eV, and hence numerically in volts, this is F = √(2qNΔ/ε). In the scaling formula above, where Δ is an energy in joules, the factor q is absorbed into Δ.

When u0 is much larger than kT, the integral in v_D comes mainly from the region near the interface. There u − u0 ≈ −qFx, the integral is approximately kT/(qF), and v_D ≈ DqF/kT = μF.

The barrier now appears on both sides of

φ = 0.5093 eV − kT ln(1 + v_R/v_D),

because v_D depends on Δ = φ − ζ. Starting from 0.5093 eV and using v_D ≈ μF, successive substitutions give 0.445, 0.442 and then 0.4415 eV. Solving with the full integral gives

**φ = 0.439 eV**, v_D = 3.35×10⁵ cm/s, v_R/v_D = 13.92.

The numbers close on themselves: kT ln(14.92) = 69.9 meV, and 0.5093 − 0.0699 = 0.4394 eV. The corresponding band bending is 0.202 eV, the depletion width 669 nm and the interface field 0.00605 MV/cm. The full v_D is about 8% below μF because the slope of u decreases away from the interface, which enlarges the integral. The depletion approximation leaves out the charge of mobile holes near the depletion edge; including it would lower φ by about 2 meV.

The answer to (b) is that, for these parameters, holes do not arrive fast enough. The 0.51 eV found in (a) is an apparent barrier: it reproduces J0 only by assigning all of the reduction in current to the Boltzmann factor.

A comparison of lengths gives the same verdict. The mean thermal speed is √(8kT/πm) = 4v_R, and the scattering time is μm/q. Their product is a mean free path of 2.1 nm. The barrier falls by kT over kT/(qF) = 42.7 nm. A hole therefore scatters many times in the region that decides whether it crosses, contrary to the assumption behind pure emission. The mean free path is also shorter than the thermal wavelength h/√(2πmkT) = 7.5 nm, so it is a rough scale at the limit of the semiclassical picture.

**Comparison of the estimates with the solutions**

For emission, scaling gave 0.51 eV and the full calculation 0.5093 eV. The close agreement relies on the given A, which already contains the numerical factor that scaling cannot supply.

With transport, scaling gave 0.43 eV against 0.439 eV. Three differences account for the roughly 11 meV between the shifts of 81 and 70 meV:

- The estimate used a thermal speed of 10⁷ cm/s instead of v_R, which includes the average over directions. This made its shift too large by about 20 meV.
- It evaluated the field at the larger apparent barrier, with a rough value of the Fermi depth, and took v_D = μF. This overestimated v_D by a factor of about 1.3 and made the shift too small by about 7 meV.
- It used ln(v_R/v_D) instead of ln(1 + v_R/v_D), which removed about 2 meV.

The scaling result is thus helped by partly cancelling errors. Its firm conclusion is the order of the two speeds.

**Other neglected effects**

*Image force.* A hole at distance x is attracted by its image at distance 2x. The force q²/(16πεx²) corresponds to an energy −q²/(16πεx). Adding the field term −qFx gives a maximum where q²/(16πεx²) = qF, or x_m = √[q/(16πεF)]. The two terms are equal there, so the lowering, expressed in volts, is

2Fx_m = √[qF/(4πε)].

For the field found above this is 9.3 meV. In the emission model, a barrier inferred from current refers to the lowered top, so the barrier without image force would be higher by the lowering; at the 0.509 eV barrier of that model the field is 7.0×10³ V/cm and the lowering about 10 meV. In the transport-limited contact the shift is smaller, about 3 to 6 meV depending on whether the integral in v_D starts at the metal or at x_m: the image term is strong only near x_m = 7.7 nm and closer to the metal, whereas the integral in v_D extends over some 43 nm. The correction has the opposite sign to that from diffusion.

*Tunnelling.* A hole with energy δ below the top meets a nearly triangular barrier of width δ/(qF). The WKB exponent is

S = (2/ħ)∫√[2m(δ−qFx)]dx = 4√(2m)δ^(3/2)/(3ħqF).

Weighting exp(−S) by the larger thermal population below the top multiplies the emission current by

1 + (1/kT)∫exp(δ/kT − S)dδ = 1.108.

This uses the field found above, and the curved depletion barrier gives the same factor to the digits shown. In the pure emission model such a factor is equivalent to a barrier shift of 2.7 meV; at the larger field of the 0.509 eV barrier the factor is 1.12 and the shift 2.9 meV. The barrier width at which S = 1 is about 4.7 nm, more than the 2.1 nm mean free path, so coherent tunnelling is only a rough picture here. This estimate omits quantum reflection, which reduces the current. At an abrupt potential step into the metal, reflection can outweigh the gain from tunnelling, so 2.7 meV measures tunnelling alone and not the net quantum correction. For equal masses on both sides, the exact transmission through the triangular barrier gives a net factor of 0.57 for an abrupt step of 0.44 eV and 0.23 for a step of 5 eV, equivalent to lowering the inferred emission barrier by 15 and 38 meV; these figures leave out the image potential, which rounds the step. In the transport-limited contact the effect of tunnelling is smaller still: raising v_R by 10.8% at fixed v_D raises J0 by only about 0.7%.

*Reverse bias.* In the emission model the reverse current saturates at J0. With transport included, reverse bias increases the field and therefore v_D. At 0.5 V reverse bias the model gives 18.6 mA/cm² in the depletion approximation (about 19.8 mA/cm² with the charge of mobile holes kept and the barrier refitted to the same J0), although its zero-bias J0 is 10 mA/cm². Treating that larger current as J0 in the emission formula would lower the inferred barrier by kT ln 1.859 ≈ 16 meV. The value of J0 should therefore come from the region near zero bias, for instance from the zero-bias resistance kT/(qJ0).

*Temperature of use.* Hold φ = 0.5093 eV and A fixed in the emission model. At 340 K, J0 rises to 130 mA/cm², a factor of 13. The T² term contributes a factor of 1.28 and the Boltzmann factor about 10. With transport included, φ = 0.439 eV and the mobility and hole density held fixed, the factor is about 8. In either model, a contact that restricts current at room temperature can restrict it much less in a warm module.

For (c), then, image force and tunnelling are each well below the 70 meV transport correction at zero bias.

**Relation to real solar cells**

The hole density, mobility and permittivity are rough typical values for a polycrystalline CdTe absorber, whose thickness is commonly a few micrometres. The calculated depletion layer fits within such a film, but the front junction depletes the absorber too. In a film of about 2 μm the two layers can meet, and the neutral bulk assumed here is then absent. Under illumination, photogenerated holes flow into the back metal, the forward direction of this contact. For a photocurrent of roughly 25 mA/cm², the emission diode law gives a voltage loss of kT/q × ln(1 + 25/10) ≈ 32 mV. With transport included the loss is about 34 mV, because forward bias weakens the field and lowers v_D. When the cell is driven beyond its open-circuit voltage, the current reverses and the contact is reverse biased. Its small reverse current can then flatten the cell's current–voltage curve.

Of the assumptions examined here, rapid supply of holes is the one broken most strongly: it moves the inferred barrier from 0.51 to 0.44 eV for the stated parameters. Real contacts may also contain a heavily doped layer, grain boundaries, interface traps or patches of lower barrier. A heavily doped layer narrows the barrier and can make tunnelling important, so the small tunnelling correction above must not be carried over to it. The model also merges heavy and light holes into one mass. This matters because transport fixes the prefactor through N_v and μ: the value N_v = 1.8×10¹⁹ cm⁻³ often used for CdTe, at the same A, gives 0.469 eV. Mobilities of 20 and 100 cm²/(V s) give 0.410 and 0.452 eV, and hole densities of 10¹⁴ and 10¹⁵ cm⁻³ give 0.413 and 0.450 eV. The value 0.44 eV is consequently an estimate for a uniform, lightly doped absorber, and not a measured property of CdTe. The numerical output lists the main values used here.

Computed values

```
Temperature: 300 K
Richardson constant: 40 A/(cm2 K2)
Saturation current density: 10 mA/cm2
Thermal energy kT: 0.025852 eV
Emission prefactor A T^2: 3.6e+06 A/cm2
Prefactor divided by J0: 3.6e+08 (ratio)
Natural logarithm of ratio: 19.7016 (number)
Apparent thermionic barrier: 0.5093 eV
Barrier from counted flux: 0.5093 eV
Zero-bias contact resistance: 2.585 ohm cm2
Barrier shift for factor two in A or J0: 17.92 meV
Barrier sensitivity to temperature: 1.870 meV/K
Hole mass implied by A: 0.333 electron masses
Assumed hole density: 5e+14 cm^-3
Assumed hole mobility: 60 cm2/(V s)
Assumed relative permittivity: 10 (ratio)
Effective valence-band density: 4.819e+18 cm^-3
Bulk Fermi level above valence band: 0.2372 eV
Emission velocity: 4.663e+06 cm/s
Diffusion velocity: 3.349e+05 cm/s
Emission/diffusion velocity ratio: 13.92 (ratio)
Barrier including diffusion: 0.4394 eV
Barrier reduction due to diffusion: 69.9 meV
Band bending with diffusion included: 0.2023 eV
Depletion width: 668.7 nm
Interface field: 0.00605 MV/cm
Mean free path estimate: 2.12 nm
Distance for barrier fall by kT: 42.7 nm
Image-force lowering: 9.33 meV
Tunnelling current factor, triangle: 1.108 (ratio)
Tunnelling current factor, curved barrier: 1.108 (ratio)
Equivalent tunnelling barrier shift: 2.65 meV
Reverse bias magnitude: 0.5 V
Reverse current magnitude with diffusion: 18.59 mA/cm2
Operating temperature example: 340 K
Thermionic J0 at operating temperature: 130.4 mA/cm2
```
